# Choosing the Density Response for Quantum Metal-Oxide-Semiconductor Capacitance

## A capacitor with one unknown

Suppose that all the charge of a semiconductor lies in a thin sheet against the oxide. The sheet has potential $\phi$ and holds the charge $-Q(\phi)$ per area, with $Q'\ge 0$. The gate, at voltage $V$, holds the opposite charge, so

$$C_{ox}(V-\phi)=Q(\phi).$$

Differentiating gives $C_{ox}(1-d\phi/dV)=Q'\,d\phi/dV$, hence $d\phi/dV=C_{ox}/(C_{ox}+Q')$ and

$$C=\frac{dQ}{dV}=C_{ox}\left(1-\frac{C_{ox}}{C_{ox}+Q'}\right)=\frac{C_{ox}Q'}{C_{ox}+Q'} .$$

To find $\phi$, one may iterate with an approximate slope $s$ in place of $Q'$:

$$\phi_{new}=\phi-\frac{C_{ox}\phi+Q(\phi)-C_{ox}V}{C_{ox}+s}.$$

Near the solution each step multiplies the error by $1-(C_{ox}+Q')/(C_{ox}+s)=(s-Q')/(C_{ox}+s)$. With $C_{ox}=1$, $Q'=5$ and $s=6$ the factor is $1/7$, and the iteration converges quickly to the correct $\phi$. If $s$ is then reused in the capacitance formula, the result is $6/7$ instead of $5/6$, which is 2.9% too high. An approximate slope can find the right state and still give the wrong derivative.

A Schrödinger-Poisson program faces the same choice with a matrix in place of $Q'$. The setting discussed here is the density response: local, frozen-wave-function or full.

## The equations being differentiated

The model is a metal gate, an oxide of thickness $t_{ox}$ and p-type silicon at $z\ge0$, in equilibrium with one Fermi level $\mu$. Minority electrons are therefore assumed to follow the signal. Charge is counted in elementary charges, so a potential in volts and an energy in eV have the same number. The electron potential energy is $-\phi$, with $\phi=0$ deep in the substrate, and $V$ is the gate voltage measured from flat band.

Let the nodes be $z_0=0,\dots,z_M$, with spacings $h_i=z_{i+1}-z_i$ and cell widths $w_i$. Integrating Poisson's equation over an interior cell gives

$$\frac{\epsilon_s}{h_{i-1}}(\phi_i-\phi_{i-1})+\frac{\epsilon_s}{h_i}(\phi_i-\phi_{i+1})=\rho_i,\qquad \rho_i=p_i-N_Aw_i-q_i .$$

Here $q_i$ is the number of electrons per area in the cell, and $p_i=N_Aw_ie^{-\phi_i/kT}$ is the number of Boltzmann holes. The acceptors are fully ionised. In the first cell the flux from the left is the oxide displacement $C_{ox}(V-\phi_0)$, with $C_{ox}=\epsilon_{ox}/t_{ox}$. No flux leaves the last cell. Together these equations read

$$K\phi-\rho[\phi]-C_{ox}V\,e_0=0,$$

where $e_0$ is the unit vector of node 0 and $K$ contains the links and an extra $C_{ox}$ in element 00. When all rows are added, the links cancel in pairs and leave

$$Q_G=C_{ox}(V-\phi_0)=-\sum_i\rho_i .$$

The gate charge can thus be read from the surface potential or summed from the densities.

Electrons move with mass $m_z$ along $z$, and their wave functions vanish at both ends of the grid. With amplitudes $u_{ki}=\sqrt{w_i}\,\psi_k(z_i)$ the Hamiltonian matrix is symmetric:

$$H_{ii}=\frac{\hbar^2}{2m_zw_i}\left(\frac1{h_{i-1}}+\frac1{h_i}\right)-\phi_i,\qquad H_{i,i+1}=-\frac{\hbar^2}{2m_zh_i\sqrt{w_iw_{i+1}}}.$$

The $u_k$ are therefore orthonormal and complete on the interior nodes. Motion along the interface has the constant density of states $D=g\,m_d/(\pi\hbar^2)$, spin included, for $g$ valleys of mass $m_d$. With the Fermi function $f$, a level holds

$$N_k=\int_{E_k}^{\infty}Df(E)\,dE=D\,kT\ln\left[1+e^{(\mu-E_k)/kT}\right],\qquad a_k\equiv-\frac{dN_k}{dE_k}=Df(E_k),$$

and $q_i=\sum_kN_ku_{ki}^2$. The two valley ladders of (100) silicon are added; the formulas below show one.

## The full response

Let the potential change by $\delta\phi$, so that the potential energy changes by $-\delta\phi$. Define $X_{kl}=\sum_ju_{kj}u_{lj}\,\delta\phi_j$. First-order perturbation theory gives

$$\delta E_k=-X_{kk},\qquad \delta u_{ki}=-\sum_{l\ne k}\frac{X_{lk}}{E_k-E_l}u_{li}.$$

The level shift changes the filling by $\delta N_k=a_kX_{kk}$. Therefore

$$\delta q_i=\sum_ka_kX_{kk}u_{ki}^2-\sum_{k\ne l}\frac{2N_k}{E_k-E_l}X_{kl}u_{ki}u_{li}.$$

In the double sum, exchange the names $k$ and $l$ and average the two forms. Since $X_{kl}$ is symmetric and the denominator changes sign, $2N_k$ becomes $N_k-N_l$. The result is $\delta q=R\,\delta\phi$ with

$$R_{ij}=\sum_{kl}F_{kl}\,u_{ki}u_{li}u_{kj}u_{lj},\qquad F_{kl}=-\frac{N_k-N_l}{E_k-E_l},\quad F_{kk}=a_k .$$

Because $dN/dE=-Df$, the coefficient $F_{kl}$ is $D$ times the mean of the Fermi function between the two levels. It is positive, so for any vector $x$

$$x^TRx=\sum_{kl}F_{kl}X_{kl}^2\ge0,$$

with $X_{kl}$ now formed from $x$.

The derivative of the Poisson residual is

$$J=K+\mathrm{diag}(p_i/kT)+R .$$

The hole term is positive because $-\partial p_i/\partial\phi_i=p_i/kT$. At a converged state, a change of gate voltage obeys $J\,\delta\phi=C_{ox}e_0\,\delta V$, so

$$\boxed{C=\frac{dQ_G}{dV}=C_{ox}\left[1-C_{ox}(J^{-1})_{00}\right]}$$

One linear solve gives the capacitance. The same solution gives the part carried by inversion electrons, $C_{inv}=\sum_i(R\,\delta\phi)_i/\delta V$.

To recover the one-unknown formula, write $J=S+C_{ox}e_0e_0^T$. The matrix $S$ describes the semiconductor alone and is positive definite, because it contains the links and the holes. Let $Jx=e_0$. Then $Sx=(1-C_{ox}x_0)e_0$. With $C_s=1/(S^{-1})_{00}>0$ this gives $x_0=(1-C_{ox}x_0)/C_s$, so $x_0=1/(C_{ox}+C_s)$ and $C=C_{ox}C_s/(C_{ox}+C_s)$. It follows that $0<C<C_{ox}$.

## What the cheaper responses do

The approximations can be ordered through a minimum principle. Minimise $x^TJx$ with $x_0=1$. The minimiser obeys $Jx=\lambda e_0$. Its zeroth component gives $\lambda=1/(J^{-1})_{00}$, and the minimum value is $x^TJx=\lambda x_0=\lambda$. Adding a nonnegative term to $J$ cannot lower this minimum, so it cannot lower $C$.

**Frozen wave functions.** Here levels shift and refill, but their shapes stay fixed, so the terms with $k=l$ alone survive. Nonnegative terms have been dropped, and the result is a lower bound, $C_{fr}\le C$. The same argument applies to a truncated list of levels: at a given converged state, $C$ rises towards its full value as levels are added. Empty levels matter too, because $F_{kl}=N_k/(E_l-E_k)$ remains when $N_l=0$.

**Local response.** Here $R$ is replaced by the diagonal matrix $R_{loc}$ with elements $\sum_ka_ku_{ki}^2$. By completeness, $\sum_lX_{kl}^2=\sum_iu_{ki}^2x_i^2$, so

$$x^TR_{loc}x=\sum_{kl}a_kX_{kl}^2=\sum_{kl}\tfrac12(a_k+a_l)X_{kl}^2 .$$

The full response contains the mean of $Df$ over the interval between two levels, while the local one contains the average of its end values. When all levels lie well above $\mu$, $f$ is an exponential and hence convex. The mean then does not exceed the average of the ends, and $C\le C_{loc}$. In a degenerate layer $f$ is not convex everywhere, and this proof fails.

A weaker statement survives at any degeneracy. The mean of a decreasing positive function is at most its larger end value, which is less than the sum of both ends. Hence $x^TRx\le2x^TR_{loc}x$.

This is what makes the local response a safe choice for finding the state. Let $J_T$ be $J$ with $R_{loc}$ in place of $R$. An undamped step multiplies a small error by $1-J_T^{-1}J$. The eigenvalues of $J_T^{-1}J$ are ratios $\lambda=x^TJx/x^TJ_Tx$. They are positive because both matrices are positive definite, and below 2 because

$$2J_T-J=K+\mathrm{diag}(p_i/kT)+2R_{loc}-R$$

is positive definite. Every factor $|1-\lambda|$ is then less than 1, and the iteration converges from a sufficiently close start. From a distant start this argument promises nothing, and steps may need limiting.

These results hold for the mean-field model above. If the program adds a local exchange-correlation potential $v_{xc}(n)$, the energy change becomes $-\delta\phi_i+k_i\delta q_i$, with $k_i=v_{xc}'(n_i)/w_i$. Then $\delta q=R(\delta\phi-k\,\delta q)$, and $R$ must be replaced by $(1+Rk)^{-1}R$, where $k$ is the diagonal matrix of the $k_i$. Exchange makes $k_i$ negative, and the bounds are no longer guaranteed.

## What capacitance measures

Let $\delta c_i=-\delta\rho_i$ be the added negative charge. Summing the Poisson rows beyond link $i$ gives

$$\frac{\epsilon_s}{h_i}(\delta\phi_i-\delta\phi_{i+1})=\sum_{j>i}\delta c_j .$$

Multiply by $h_i/\epsilon_s$ and add all links. Each $\delta c_j$ is then weighted by the sum of the spacings before it, which is $z_j$:

$$\delta\phi_0-\delta\phi_M=\frac1{\epsilon_s}\sum_jz_j\,\delta c_j=\frac{\bar z\,\delta Q_G}{\epsilon_s}.$$

Here $\bar z$ is the centroid of the added charge. If the substrate is deep enough that $\delta\phi_M$ is negligible, $\delta V=\delta\phi_0+\delta Q_G/C_{ox}$ gives

$$\frac1C=\frac{t_{ox}}{\epsilon_{ox}}+\frac{\bar z}{\epsilon_s}.$$

No separate density-of-states capacitance should be added. The filling of levels already helps to determine $\delta\phi$, and so where the added charge goes.

The centroid of the stored electrons, $z_{st}$, is a different length. For a layer of density $N$, the added electrons have centroid $d(Nz_{st})/dN=z_{st}+N\,dz_{st}/dN$. This is smaller than $z_{st}$ whenever the layer tightens as it fills.

## A 2 nm oxide on silicon

The example has $t_{ox}=2.0$ nm, $N_A=5\times10^{17}$ cm⁻³ and a temperature of 300 K. The relative permittivities are 3.9 and 11.7, so $C_{ox}=1.7266$ µF/cm². In units of the free mass, two valleys have $m_z=0.916$ and $m_d=0.19$, and the other four have $m_z=0.19$ and $m_d=\sqrt{0.916\times0.19}=0.417$. The gap is 1.12 eV and the valence density of states is $3\times10^{19}$ cm⁻³. The grid has 120 cells over 100 nm, the first 0.083 nm wide. The state was found with the local response.

Capacitances are in µF/cm² and $\bar z$ is in nm:

| $V$ (V) | $C_{fr}$ | $C$ | $C_{loc}$ | $C_{cl}$ | $\bar z$ |
|---|---|---|---|---|---|
| 0.6 | 0.266 | 0.266 | 0.266 | 0.266 | 33.0 |
| 1.0 | 0.205 | 0.205 | 0.205 | 0.207 | 44.5 |
| 1.2 | 0.312 | 0.312 | 0.312 | 0.732 | 27.2 |
| 1.4 | 1.121 | 1.125 | 1.129 | 1.376 | 3.21 |
| 1.8 | 1.354 | 1.366 | 1.377 | 1.529 | 1.58 |
| 2.2 | 1.406 | 1.422 | 1.433 | 1.563 | 1.28 |

The column $C_{cl}$ treats electrons semiclassically, with all values of $k_z$ allowed. It needs no grid in $z$. Multiplying $\epsilon_s\phi''=-\rho$, with $\rho$ now per volume, by $\phi'$ and integrating from the bulk gives the surface field $F$:

$$\tfrac12\epsilon_sF^2=\int_0^{\phi_0}(-\rho)\,d\phi,\qquad C_s=\epsilon_s\frac{dF}{d\phi_0}=\frac{-\rho(\phi_0)}F .$$

At 0.6 V there are almost no electrons, and the choice of response is immaterial. The added charge lies at the depletion edge. Since $\epsilon_s=3\epsilon_{ox}$, its 33.0 nm count as 11.0 nm of oxide, and $C=1.7266\times2.0/13.0=0.266$ µF/cm². The semiclassical result, obtained without this grid, agrees.

At 1.2 V the semiclassical value is more than twice the quantum one. Electrons take about 47% of the added charge in the quantum model, and inversion is further advanced in the semiclassical one, so a comparison at fixed $V$ includes a threshold shift as well as a change of layer thickness.

At 2.2 V the electron density is $7.56\times10^{12}$ cm⁻², and $C=1.422$ µF/cm², or 14.2 fF/µm². The centroid relation gives an equivalent oxide thickness of $2.0+1.284/3=2.428$ nm. The stored electrons have their centroid at 1.475 nm. Using that length instead would give 2.492 nm and a capacitance 2.6% too low.

The frozen response is 1.1% low at this bias and the local response 0.8% high. Expressed as thickness, these are errors of about $+0.03$ and $-0.02$ nm. The semiclassical model gives 2.209 nm, which is 0.22 nm too small. The lowest level lies 30 meV below $\mu$, slightly more than $kT=25.9$ meV, so the convexity proof does not cover this state. The local value nevertheless remains above the full one.

Over the six biases the eigenvalues of $J_T^{-1}J$ lie between 0.880 and 1.000. At 2.2 V the largest error factor is therefore about 0.12, and each of the last steps was on average 0.107 times the one before. Starting from the solution at 1.8 V, 11 iterations brought the potential change below $10^{-11}$ V.

## Verification by finite differences

The independent route solves the nonlinear equations again at $V\pm h$, sums the semiconductor charge in each solution and forms

$$D(h)=\frac{Q_G(V+h)-Q_G(V-h)}{2h}=C+\frac{h^2}6C''+O(h^4).$$

The even terms of the Taylor series cancel in the difference. At 2.2 V, $D/C-1$ is $-2.84\times10^{-5}$, $-7.09\times10^{-6}$ and $-1.77\times10^{-6}$ for steps of 40, 20 and 10 mV. Each halving reduces the error by a factor of 4.00, as the $h^2$ term requires.

The combination $[4D(h/2)-D(h)]/3$ removes that term. With $h=4$ mV it agrees with the linear response to within $9\times10^{-8}$ of $C$ at all six biases. This agreement concerns the derivative of the discretised model. It does not measure grid error: doubling the number of cells changes $C$ at 2.2 V by 0.01%.

Finite differences amplify incomplete convergence. If each charge is uncertain by $\eta$, the difference quotient is uncertain by up to $\eta/h$. Minimising $h^2|C''|/6+\eta/h$ gives $h|C''|/3=\eta/h^2$, or

$$h_{best}=\left(\frac{3\eta}{|C''|}\right)^{1/3}.$$

The 10 mV error gives $C''/C=-6\times1.77\times10^{-6}/(0.01\ \mathrm V)^2=-0.106$ V⁻². For $\eta/C=10^{-6}$ V the best step is then about 30 mV, and the error bound is $5\times10^{-5}$ of $C$. Near threshold $C$ bends more sharply, and a smaller step is needed.

## Choosing the setting

- To find the state, the local response is sufficient within this mean-field model if the start is close enough; from a distant start, limit the steps. Tighten the convergence before differentiating, because an unconverged potential also displaces $C$.
- To report $C$, build the full response once at the converged state. With $M$ levels on $M$ nodes, direct construction takes one $M\times M$ matrix product per level, or about $M^4$ operations.
- If the full response is unavailable, use finite differences of separately converged charges, and repeat with half the step.
- The frozen response gives a lower bound. The local response gives an upper bound when the layer is nondegenerate. Their spread then limits the error of either.
- In depletion, with negligible electron density, all three choices agree.
- Do not use this model in accumulation, where the holes at the surface also need quantised levels.

## How far a real capacitor departs from the model

The parameters are rough values for a thin-oxide n-channel silicon device, and the oxide field at 2.2 V is 4.7 MV/cm, below a rough breakdown field of 10 MV/cm. The equilibrium assumption does not hold strictly, because the oxide leaks. A tunnelling estimate with a 3.1 eV barrier and an oxide mass of 0.4 gives a current of order 0.1 A/cm², while a 0.1 V/s ramp produces a charging current of $1.4\times10^{-7}$ A/cm². A slow ramp would therefore measure leakage. At 1 MHz the estimated leakage conductance is about 5% of $\omega C$, but source and drain contacts must then supply the electrons. A polysilicon gate would break another assumption. The gate charge is $1.7266\times(2.2-1.256)=1.63$ µC/cm², or $1.02\times10^{13}$ cm⁻². Gate doping of $10^{20}$ cm⁻³ would deplete over 1.0 nm, adding 0.34 nm of equivalent oxide and lowering $C$ by about 12% at the same charge.

Two smaller omissions are comparable, at 2.2 V, with the differences between the responses. Matching the wave function to a decaying tail in the oxide moves the electrons on average 0.08 nm closer and raises $C$ by between 1 and 2%. A local exchange estimate of 35 meV, varying as $n^{1/3}$, raises it by a similar amount. Interface traps of $10^{11}$ eV⁻¹cm⁻² that follow the signal add 0.016 µF/cm² in parallel with $C_s$. At the same surface potential this raises $C$ by about 6% at 1.0 V and by less than 0.1% at 2.2 V. The trapped charge also stretches the curve along $V$: for traps spread uniformly in energy and neutral at flat band, $C$ at a fixed $V$ of 1.2 V falls by about 5%. Full ionisation of the acceptors matters mainly near threshold. A single acceptor level 45 meV above the valence band would leave only 77% of them ionised in the bulk. At a fixed $V$ from flat band, this changes $C$ by less than 0.1% at 2.2 V, but raises it by about 9% at 1.2 V, where a small shift of the Fermi level changes the electron density strongly. The same shift also moves the flat-band voltage, so at a fixed voltage on the gate terminal the rise near 1.2 V is only about 1.5%. The full response removes an avoidable error from the derivative, but the absolute capacitance of this example remains uncertain by at least a few percent at 2.2 V, and by more near threshold.

Numbers in the example were calculated in double precision.
